# Time Lag for Permeation Through an Initially Empty Membrane

An oxide membrane separates a chamber from an evacuated volume. At some moment an oxidant gas is let into the chamber. Its molecules dissolve in the open spaces of the oxide network, hop from one space to the next and finally leave on the far side, where they are counted. The counted amount is at first very small, then it bends upward, and at long times it grows along a straight line. Extended backward, this line meets the time axis at a positive time, the time lag. What does this time measure, and under which conditions does it give the diffusivity?

## 1. The model

Let the membrane fill \(0<x<L\), and let \(c(x,t)\) be the number of mobile oxidant molecules per volume of membrane. The thickness is taken to be much larger than one hop, so that a continuous concentration makes sense. The flux toward positive \(x\) is \(-D\,\partial c/\partial x\), with a diffusivity \(D\) that depends on neither position, time nor concentration. If molecules are neither consumed nor held in immobile sites, conservation gives

\[
\frac{\partial c}{\partial t}=D\,\frac{\partial^2 c}{\partial x^2}. \tag{1}
\]

The membrane is empty at the start. From then on the entry face is in equilibrium with gas at fixed pressure, and the exit face is kept clear:

\[
c(x,0)=0,\qquad c(0,t)=c_0,\qquad c(L,t)=0 . \tag{2}
\]

The second condition assumes that dissolution at the surface is fast compared with diffusion across the membrane.

In the steady state \(\partial^2c/\partial x^2=0\), so the profile is linear. With the face values of (2),

\[
c_s(x)=c_0\left(1-\frac{x}{L}\right),\qquad J_s=-D\frac{dc_s}{dx}=\frac{Dc_0}{L}. \tag{3}
\]

Let \(J(t)=-D\,\partial c/\partial x|_{x=L}\) be the exit flux and \(Q(t)=\int_0^tJ\,dt'\) the amount per area that has left. The claim to be shown is that at long times

\[
Q(t)\to J_s\,(t-\theta),\qquad \theta=\frac{L^2}{6D}, \tag{4}
\]

where the arrow means that the difference of the two sides tends to zero.

## 2. The lag from a first moment

Multiply (1) by \(x\), integrate over the membrane, and integrate by parts:

\[
\frac{d}{dt}\int_0^L xc\,dx
=D\left[x\frac{\partial c}{\partial x}\right]_0^L-D\int_0^L\frac{\partial c}{\partial x}\,dx .
\]

The first bracket is zero at \(x=0\) and equals \(L\,\partial c/\partial x|_{x=L}\) at the exit, so it contributes \(-LJ\). The last integral is \(c(L,t)-c(0,t)=-c_0\), and its minus sign turns this into \(+Dc_0\). Hence

\[
\frac{d}{dt}\int_0^L xc\,dx=Dc_0-LJ(t). \tag{5}
\]

The weight \(x\) has removed the unknown entry flux. This matters at the start, when the entry concentration jumps from zero to \(c_0\) and the gradient there is unbounded. Equation (5) holds for every \(t>0\). It can be integrated down to \(t=0\), because \(c\) stays between 0 and \(c_0\) and tends to zero at each interior point, so that the moment starts from zero. Dividing the integrated equation by \(L\) gives

\[
Q(t)=J_st-\frac1L\int_0^L xc(x,t)\,dx . \tag{6}
\]

The first term is what would have left had the flux been steady from the beginning. The second is the deficit caused by filling the membrane.

At long times \(c\to c_s\), as Section 3 shows. The moment then becomes

\[
\int_0^L xc_s\,dx=c_0\left(\frac{L^2}{2}-\frac{L^3}{3L}\right)=\frac{c_0L^2}{6}, \tag{7}
\]

and the deficit is \(c_0L/6\). Divided by \(J_s=Dc_0/L\), it is a time:

\[
\theta=\frac{c_0L/6}{Dc_0/L}=\frac{L^2}{6D}.
\]

This proves (4). The concentration \(c_0\) cancels because the problem is linear: a higher pressure raises the deficit and the steady flux by the same factor.

## 3. The full transient

The difference \(w=c-c_s\) obeys (1), vanishes at both faces, and starts from \(-c_s\). A product of a function of \(x\) and a function of \(t\) solves (1) with these face values if it has the form \(\sin(k_nx)\,e^{-Dk_n^2t}\) with \(k_n=n\pi/L\), \(n=1,2,\dots\) Write

\[
w=\sum_{n=1}^\infty b_n\sin(k_nx)\,E_n(t),\qquad E_n(t)=e^{-n^2\pi^2Dt/L^2}.
\]

The sines are orthogonal on the interval, and the integral of \(\sin^2(k_nx)\) is \(L/2\). Therefore

\[
b_n=-\frac{2c_0}{L}\int_0^L\left(1-\frac xL\right)\sin(k_nx)\,dx .
\]

Integration by parts gives for the integral

\[
\left[-\left(1-\frac xL\right)\frac{\cos k_nx}{k_n}\right]_0^L-\frac{1}{k_nL}\int_0^L\cos k_nx\,dx=\frac1{k_n}-0,
\]

since the cosine integral is \(\sin(n\pi)/k_n=0\). Thus \(b_n=-2c_0/(k_nL)=-2c_0/(n\pi)\), and

\[
c=c_0\left(1-\frac xL\right)-\frac{2c_0}{\pi}\sum_{n=1}^\infty\frac{\sin(n\pi x/L)}{n}\,E_n(t). \tag{8}
\]

Every \(E_n\) decays, which confirms \(c\to c_s\).

For \(t>0\) the series may be differentiated term by term, because \(E_n\) falls off faster than any power of \(n\). At \(x=L\) the derivative of the sine is \((n\pi/L)(-1)^n\). Multiplication by \(-D\) gives

\[
J(t)=J_s\left[1+2\sum_{n=1}^\infty(-1)^nE_n(t)\right]. \tag{9}
\]

The slowest term, \(n=1\), is negative: at late times the flux is still below its steady value.

The series (9) does not converge at \(t=0\), so it is integrated from the late side. Put \(Q=J_s(t-\theta)+R(t)\). By (4), \(R\to0\), and by (9), \(dR/dt=J-J_s=2J_s\sum(-1)^nE_n\). Then

\[
R(t)=-\int_t^\infty\frac{dR}{dt'}\,dt'
=-2J_s\sum_{n=1}^\infty(-1)^n\frac{L^2}{n^2\pi^2D}E_n(t).
\]

With \(J_sL^2/D=c_0L\), the whole permeation curve is

\[
Q(t)=J_s(t-\theta)-\frac{2c_0L}{\pi^2}\sum_{n=1}^\infty\frac{(-1)^n}{n^2}E_n(t). \tag{10}
\]

This series converges down to \(t=0\), where \(Q=0\) requires \(c_0L/6=(2c_0L/\pi^2)\sum(-1)^{n+1}/n^2\). The alternating sum must therefore equal \(\pi^2/12\), and direct summation confirms this value.

## 4. How the curve approaches its line

The maximum principle for (1) says that a solution with nonnegative initial and face values stays nonnegative. Hence \(c\ge0\). Now compare the membrane with itself a time \(\tau\) later. The difference \(v=c(x,t+\tau)-c(x,t)\) obeys (1), vanishes at both faces for \(t>0\), and starts from \(c(x,\tau)\ge0\). So \(v\ge0\): the concentration never falls, and since it tends to \(c_s\), it never exceeds \(c_s\). Two results follow.

First, (6) and (7) give

\[
Q-J_s(t-\theta)=\frac1L\int_0^Lx\,(c_s-c)\,dx\ \ge 0, \tag{11}
\]

so the curve lies above its final line. Second, \(v\) is nonnegative inside and zero at \(x=L\), so its slope there cannot be positive. The exit flux therefore does not decrease, and \(J\le J_s\).

Suppose the lag is read from the tangent to the curve at time \(t\). The tangent meets the time axis at

\[
\theta_t=t-\frac{Q}{J},\qquad
\frac{d\theta_t}{dt}=1-\frac{J^2-Q\,dJ/dt}{J^2}=\frac{Q}{J^2}\frac{dJ}{dt}\ge0 . \tag{12}
\]

The reading rises toward \(\theta\) from below. To see how fast, keep the \(n=1\) terms of (9) and (10) and write \(q=E_1(t)\):

\[
J\simeq J_s(1-2q),\qquad Q\simeq J_s\left(t-\theta+\frac{2qL^2}{\pi^2D}\right).
\]

Since \(1/(1-2q)\simeq1+2q\), to first order in \(q\)

\[
\theta_t\simeq\theta-2q\left(t-\theta+\frac{L^2}{\pi^2D}\right). \tag{13}
\]

Divided by \(\theta\), the error of the intercept is, to this order, the missing fraction of the flux, \(2q\), times the factor \(t/\theta-1+6/\pi^2\). This factor grows with time and is about 2.6 at \(t=3\theta\), where \(q\) is already small. The exponential in \(q\) still wins in the end, but a flux that looks almost steady does not guarantee an equally accurate lag.

The same bias affects a least-squares line through data in a time window. Its slope \(m\) is an average of \(J\) with nonnegative weights, because the fit weights each amount \(Q(t_i)\) by the signed difference \(t_i-\bar t\) from the mean time \(\bar t\), and the sum of these weights over all points later than any given time is nonnegative. So \(m\le J_s\). The line passes through the mean point \((\bar t,\bar Q)\), and (11) gives \(\bar Q\ge J_s(\bar t-\theta)\). For \(\bar t>\theta\) this means \(\bar Q/m\ge\bar t-\theta\), so the fitted intercept \(\bar t-\bar Q/m\) cannot exceed \(\theta\). In this model, and apart from noise, early data give too short a lag and too large a diffusivity.

## 5. The entry side

The amount that has entered is the amount that has left plus the amount stored. The stored amount tends to \(\int_0^Lc_s\,dx=c_0L/2\), which is \(J_s\) times \(L^2/(2D)\). Therefore

\[
Q_{\rm in}\to J_s\left(t-\frac{L^2}{6D}+\frac{L^2}{2D}\right)=J_s\left(t+\frac{L^2}{3D}\right). \tag{14}
\]

The entry line meets the time axis at the negative time \(-L^2/(3D)\), because the empty membrane at first takes up gas faster than it will in the steady state. An uptake measurement and an exit measurement thus have final lines with the same slope but different intercepts.

## 6. A worked example

For O₂ in vitreous silica a diffusivity near \(10^{-9}\) cm²/s is reached only at high temperature, roughly 800 °C; at room temperature it is smaller by many orders of magnitude and the lag of such a membrane is unmeasurably long. Take the round model values \(L=10\ \mu\text{m}=10^{-3}\) cm, \(D=10^{-9}\) cm²/s and \(c_0=10^{16}\) cm⁻³. Then

\[
\theta=\frac{(10^{-3})^2}{6\times10^{-9}}\ \text{s}=166.7\ \text{s}=2.78\ \text{min},
\]

\[
J_s=\frac{10^{-9}\times10^{16}}{10^{-3}}=10^{10}\ \text{cm}^{-2}\,\text{s}^{-1}.
\]

The steady stored amount is \(c_0L/2=5\times10^{12}\) cm⁻², and the entry line has its intercept at \(-333.3\) s. Equations (9), (10) and (12) give the course of the transient:

| \(t/\theta\) | \(J/J_s\) | \(Q\) (cm⁻²) | \(\theta_t\) (s) |
|---|---|---|---|
| 0.5 | 0.195 | \(3.82\times10^{10}\) | 63.7 |
| 1 | 0.617 | \(3.90\times10^{11}\) | 103.4 |
| 2 | 0.925 | \(1.74\times10^{12}\) | 145.1 |
| 3 | 0.986 | \(3.35\times10^{12}\) | 160.3 |
| 6 | 1.000 | \(8.33\times10^{12}\) | 166.6 |

The lag is not a time of first arrival. At half the lag the flux has already reached about a fifth of its steady value, and at \(t=\theta\), where the final line reads zero, it has reached 62 %. Nor does the lag mark the onset of the steady state. At \(t=3\theta=500\) s the flux is 1.4 % below \(J_s\), while the tangent intercept is 3.8 % below \(\theta\). Equation (13) accounts for the difference: with \(2q\simeq1-0.9856=0.0144\) and \(L^2/D=1000\) s, the correction is \(0.0144\,(500-166.7+101.3)\ \text{s}=6.3\) s, which gives 160.4 s against the full value of 160.3 s.

In a measurement the final line supplies two quantities, its slope \(m\) and its intercept. Solving (3) and (4) for the material parameters gives

\[
D=\frac{L^2}{6\theta},\qquad c_0=\frac{mL}{D}=\frac{6\theta m}{L}. \tag{15}
\]

The slope alone yields only the product \(Dc_0\); the lag separates mobility from solubility. The thickness enters \(D\) squared, so a small relative error in \(L\) is doubled.

A finite-volume simulation of the same membrane supplies a permeation curve to which (15) can be applied. A line fitted to 21 equally spaced points between 166.7 and 333.3 s has a slope of \(8.18\times10^9\) cm⁻² s⁻¹ and an intercept of 124.4 s, which is 25 % below the true lag. Because the curve is still bent here, the value depends somewhat on the sampling: very dense points give 124.8 s, three points 121.0 s. It gives

\[
D=\frac{10^{-6}}{6\times124.4}=1.34\times10^{-9}\ \text{cm}^2/\text{s},
\]

\[
c_0=\frac{8.18\times10^{9}\times10^{-3}}{1.34\times10^{-9}}=6.10\times10^{15}\ \text{cm}^{-3}.
\]

Relative to the input values, \(D\) is 34 % too high and \(c_0\) 39 % too low. Their product is in error by only 18 %, since it depends on the slope alone. A fit between 500 and 1000 s gives an intercept of 165.1 s, 0.9 % below the lag, with \(D=1.01\times10^{-9}\) cm²/s and \(c_0=9.88\times10^{15}\) cm⁻³. For this noise-free curve, a window from three to six lags thus recovers both parameters to about 1 %.

## 7. When the conditions are not met

**A membrane that is not empty.** If the initial concentration is \(c_i(x)\), integrating (5) leaves an initial moment, and (6) becomes

\[
Q=J_st-\frac1L\int_0^Lx\,(c-c_i)\,dx .
\]

For a uniform filling \(c_i=fc_0\) the added amount is \(fc_0L/2\). Division by \(J_s\) turns it into the time \(fL^2/(2D)\), by which the lag is shortened:

\[
\theta_f=\frac{L^2}{D}\left(\frac16-\frac f2\right). \tag{16}
\]

With \(f=0.2\) the example gives \(1000\,(0.1667-0.1)\ \text{s}=66.7\) s, and the simulation gives the same value. A residue of one fifth of the entry concentration therefore removes 60 % of the lag. At \(f=1/3\) the lag vanishes, and for larger \(f\) it is negative. The membrane has to be emptied thoroughly before the gas is admitted.

**Storage in the network.** Let some sites hold molecules without passing them on, such as cavities with a single narrow opening. With \(s(x,t)\) the concentration held there, initially zero, a linear model of the exchange is

\[
\frac{\partial c}{\partial t}+\frac{\partial s}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad
\frac{\partial s}{\partial t}=k_{\rm on}c-k_{\rm off}s , \tag{17}
\]

with both rates nonzero and \(K=k_{\rm on}/k_{\rm off}\). In the steady state \(s=Kc\). The left side of the first equation then vanishes, so \(c=c_s\) as before and the steady flux is unchanged.

This state is reached. For the deviation in the \(n\)th sine mode, with \(\lambda=n^2\pi^2D/L^2\), the two equations have decay rates whose sum is \(\lambda+k_{\rm on}+k_{\rm off}\) and whose product is \(\lambda k_{\rm off}\). Both rates are real, because the square of their difference is \((\lambda+k_{\rm on}-k_{\rm off})^2+4k_{\rm on}k_{\rm off}>0\), and a positive sum and product make both positive. The smaller one is at least the product divided by the sum. This ratio increases with \(\lambda\), so no mode decays more slowly than the positive bound for \(n=1\).

The steps that led to (6) now apply to \(c+s\), whose late moment is \(1+K\) times that in (7). Hence

\[
\theta_K=(1+K)\frac{L^2}{6D}. \tag{18}
\]

The lag depends on the ratio of the exchange rates but not on their speed. For \(K=2\) the example gives \(3\times166.7\ \text{s}=500\) s, and simulations with \(k_{\rm off}=0.005\) s⁻¹ and with \(k_{\rm off}=0.1\) s⁻¹, evaluated at very late times, both give 500.0 s. The speed does affect how long one must wait for the line. The larger decay rate is at least half the sum, so the smaller is at most \(2\lambda k_{\rm off}/(\lambda+k_{\rm on}+k_{\rm off})<2k_{\rm off}\), and slow release delays the straight part of the curve.

An evaluation of the final line by (15) that ignores storage returns \(D/(1+K)\), here \(3.33\times10^{-10}\) cm²/s instead of \(10^{-9}\) cm²/s. The concentration it returns is \((1+K)c_0\), which counts mobile and stored molecules together. The product is still \(Dc_0\), so the steady flux cannot reveal the storage. All this refers to the final line, reached only after several release times \(1/k_{\rm off}\). If the exchange is slow compared with \(L^2/D\), the curve first follows a nearly straight stretch whose intercept is close to \(L^2/(6D)\). In the example with \(K=2\) and \(k_{\rm off}=10^{-5}\) s⁻¹, a fit between 1500 and 3000 s has a slope of \(0.997\,J_s\) and an intercept of about 167 s rather than 500 s, so it returns nearly the true \(D\) and gives little sign of the storage.

**A diffusivity that depends on concentration.** If \(D=D(c)\), the integration by parts gives \(\int_0^{c_0}D\,dc\) in place of \(Dc_0\) in (5). Provided the profile settles to a steady one \(c_s\), which is now curved in general, the steady flux is this integral divided by \(L\), and the lag is

\[
\theta_D=\frac{\int_0^Lx\,c_s(x)\,dx}{\int_0^{c_0}D(c)\,dc}. \tag{19}
\]

For constant \(D\) this returns \(L^2/(6D)\). Otherwise \(c_0\) need not cancel, and the lag can change with gas pressure. Measuring the lag at several pressures therefore checks the linear model: a variation beyond the experimental error shows that at least one of its assumptions fails. A constant lag does not exclude the linear storage of (17), for which (18) is also independent of \(c_0\). Storage that is not linear in \(c\) also makes the lag depend on pressure. Water in silica is such a case, since it reacts with the network to form hydroxyl groups, and (17) does not describe it.

## Values computed for the example and the checks

```
thickness L = 10.0 um
diffusivity D = 1.00e-09 cm^2/s
entry concentration c0 = 1.00e+16 cm^-3
diffusion time L^2/D = 1000.0 s
time lag L^2/(6D) = 166.67 s = 2.778 min
steady flux = 1.000e+10 cm^-2 s^-1
steady stored amount c0*L/2 = 5.000e+12 cm^-2
entry-side intercept = -333.33 s
t = 0.5 lag = 83.3 s: J/J_steady = 0.1946
  amount out Q = 3.823e+10 cm^-2
  tangent intercept = 63.69 s
t = 1 lag = 166.7 s: J/J_steady = 0.6167
  amount out Q = 3.904e+11 cm^-2
  tangent intercept = 103.36 s
t = 2 lag = 333.3 s: J/J_steady = 0.9255
  amount out Q = 1.742e+12 cm^-2
  tangent intercept = 145.09 s
t = 3 lag = 500.0 s: J/J_steady = 0.9856
  amount out Q = 3.348e+12 cm^-2
  tangent intercept = 160.32 s
t = 6 lag = 1000.0 s: J/J_steady = 0.9999
  amount out Q = 8.333e+12 cm^-2
  tangent intercept = 166.57 s
early fit, 166.7 to 333.3 s:
  fitted lag = 124.39 s (-25.37 %)
  fitted slope = 8.177e+09 cm^-2 s^-1
  D from fit = 1.340e-09 cm^2/s
  c0 from fit = 6.103e+15 cm^-3
late fit, 500.0 to 1000.0 s:
  fitted lag = 165.10 s (-0.94 %)
  fitted slope = 9.978e+09 cm^-2 s^-1
  D from fit = 1.010e-09 cm^2/s
  c0 from fit = 9.884e+15 cm^-3
filled start, fill = 0.2: simulated lag = 66.67 s
filled start, formula = 66.67 s
storage ratio K = 2.0
storage, slow exchange: simulated lag = 500.02 s
storage, fast exchange: simulated lag = 500.02 s
storage, formula (1+K)L^2/(6D) = 500.00 s
apparent D with storage = 3.333e-10 cm^2/s
```
